\section*{Counting dipole amplitudes between acceptor levels at a tetrahedral site}

\section{Problem}

A hole is bound to a substitutional acceptor in a crystal such as germanium. The site has symmetry $T_d$, spin is included, and there is no external field or stress. Bound levels are then quartets $\Gamma_8$ or doublets $\Gamma_6$, $\Gamma_7$. Light couples through the dipole operator $e\mathbf r$; the factor $e$ is left out, so amplitudes are lengths.

(a) How many independent amplitudes fix the dipole matrix between two different quartets, and between a quartet and a doublet?

(b) Write the quartet--quartet matrix explicitly and decide which amplitudes are real.

(c) Weak stress along $[001]$ splits each quartet into pairs $|m|=3/2$ and $|m|=1/2$. Which relative line strengths does symmetry fix?

\section{Hints}

\begin{enumerate}
\item Covariance under the group is a set of linear equations for the matrix elements. The number of solutions is the trace of a projector.
\item For spin $j$ and rotation angle $\theta$ the character is $\sin[(j+\tfrac12)\theta]/\sin(\theta/2)$.
\item Every element of $T_d$ is a signed permutation of $x,y,z$ that leaves $xyz$ unchanged. Find products of spin-$3/2$ matrices $J_i$ that transform like $x,y,z$.
\item Time reversal sends $\mathbf J$ to $-\mathbf J$ and leaves $\mathbf r$ alone.
\end{enumerate}

\section{Solution}

\subsection{The count}

Let $D_i$ be the matrix of $r_i$, with rows for the final level and columns for the initial one. If $g$ is the $3\times3$ matrix of a group element and $U_f,U_i$ represent it on the two levels (the subscript $i$ on $U$ means ``initial''), covariance reads
\begin{equation}
U_f D_k U_i^\dagger=\sum_j g_{jk}D_j .
\end{equation}
Multiply by $g_{lk}$ and sum over $k$. Since $g$ is orthogonal, the right side becomes $D_l$:
\begin{equation}
\sum_k g_{lk}\,U_fD_kU_i^\dagger=D_l .
\end{equation}
Allowed triples are thus those left unchanged by every group element. The group average of the map on the left projects on them, and its trace is their number:
\begin{equation}
n=\frac1{|G|}\sum_g\chi_5(g)\,\chi_f(g)\,\chi_i(g)^* ,\qquad \chi_5=\mathrm{tr}\,g .
\end{equation}
The vector representation is $\Gamma_5$. A rotation by an extra $2\pi$ changes the sign of both spinor characters, so their product is unchanged and the average over 48 double-group elements equals that over 24 ordinary ones.

Hint 2 gives $\chi_8=4,-1,0$ for the identity, $C_3$ and $C_2$. For $S_4$ and $\sigma_d$ the rotation parts have angles $\pi/2$ and $\pi$, so $\chi_8=0$ there too. For both doublets $\chi=2,1$ on the identity and $C_3$; $\Gamma_6$ and $\Gamma_7$ differ in sign on improper elements, where $\chi_8$ vanishes. The sums therefore involve the identity and the eight $C_3$ elements:
\begin{center}
\begin{tabular}{lccccccc}
 & $E$ & $8C_3$ & $\Gamma_1$ & $\Gamma_2$ & $\Gamma_3$ & $\Gamma_4$ & $\Gamma_5$\\
$\Gamma_8\otimes\Gamma_8$ & 16 & 1 & 1 & 1 & 1 & 2 & 2\\
$\Gamma_8\otimes\Gamma_{6,7}$ & 8 & $-1$ & 0 & 0 & 1 & 1 & 1
\end{tabular}
\end{center}
The last five columns are multiplicities, found with $\chi_{1,\dots,5}(E)=1,1,2,3,3$ and $\chi_{1,\dots,5}(C_3)=1,1,-1,0,0$. For the dipole,
\begin{equation}
n_{88}=\frac{16\cdot3+8\cdot1\cdot0}{24}=2,\qquad
n_{86}=n_{87}=\frac{8\cdot3+8\cdot(-1)\cdot0}{24}=1 .
\end{equation}
Two quartets need two amplitudes; a quartet and a doublet need one. Solving the covariance equations numerically gives the same dimensions. These are the numbers allowed by $T_d$; a Hamiltonian with more symmetry can tie the two amplitudes together.

\subsection{The two quartet operators}

Choose bases in which both quartets transform identically. With $\{a,b\}=(ab+ba)/2$, define
\begin{equation}
A_x=\{J_y,J_z\},\qquad B_x=\{J_x,J_y^2-J_z^2\},\qquad\text{and cyclic}.
\end{equation}
Because $xyz$ is invariant, $yz$ changes sign and index as $x$ does. $\mathbf J$ is axial and acquires an extra factor $\det g$, which squares to one in $A$, so $A$ is a $\Gamma_5$ vector. In $B$ the single $J_x$ brings one factor $\det g$. For elements of $T_d$ this is the sign of the permutation, since the product of the three signs is $+1$. The factor $J_y^2-J_z^2$ supplies the same permutation sign, and the two cancel. So $B$ is also a $\Gamma_5$ vector.

Time reversal leaves $A$ even and makes $B$ odd. The number $\mathrm{Tr}(A_iB_i)$ is real, as both matrices are Hermitian, and time reversal reverses its sign, so it vanishes. The operators are independent and, since $n_{88}=2$, complete: $D=aA+bB$.

Time reversal commutes with the group, so its matrix in the two bases can differ by a phase at most. Absorb that phase in one basis. As $\mathbf r$ is even and time reversal is antiunitary,
\begin{equation}
a^*A-b^*B=aA+bB\quad\Rightarrow\quad a=p,\quad b=iq,
\end{equation}
with $p,q$ real. Hence
\begin{equation}
D_x=p\{J_y,J_z\}+iq\{J_x,J_y^2-J_z^2\}\quad\text{and cyclic}.
\end{equation}
A common sign of $p$ and $q$ is arbitrary. The size of $q/p$ is fixed, and its sign is fixed once the labels $m$ are: changing both bases by the $\Gamma_2$ operator $W$ of Variation 1 keeps them transforming identically, exchanges the labels $|m|=\tfrac32$ and $\tfrac12$, and sends $q$ to $-q$. Here the labels are those of the quartet built below from orbitals $X,Y,Z$ and spin.

\subsection{Quartet lines under weak stress}

Stress along $[001]$ adds a uniform shift and a $\Gamma_3$ term. $\Gamma_3$ occurs once in $\Gamma_8\otimes\Gamma_8$, so inside a quartet this term is proportional to $J_z^2-5/4$. Weak means that the splitting is small compared with the distance to other levels.

For $z$ polarization use $J_\pm=J_x\pm iJ_y$:
\begin{equation}
\{J_x,J_y\}=\frac{J_+^2-J_-^2}{4i},\qquad J_x^2-J_y^2=\frac{J_+^2+J_-^2}{2}.
\end{equation}
The nonzero elements of $J_\pm^2$ equal $\sqrt3\cdot2=2\sqrt3$. Symmetrizing with $J_z$ multiplies an element by $(m+m')/2=\pm\tfrac12$. With the final state first,
\begin{align}
(D_z)_{-\frac12,\frac32}&=\tfrac{i\sqrt3}{2}(p+q), & (D_z)_{\frac12,-\frac32}&=-\tfrac{i\sqrt3}{2}(p+q),\\
(D_z)_{-\frac32,\frac12}&=\tfrac{i\sqrt3}{2}(p-q), & (D_z)_{\frac32,-\frac12}&=-\tfrac{i\sqrt3}{2}(p-q).
\end{align}
Squaring and adding the two members of each pair gives
\begin{equation}
S_z(\tfrac32\to\tfrac12)=\tfrac32(p+q)^2,\qquad S_z(\tfrac12\to\tfrac32)=\tfrac32(p-q)^2,
\end{equation}
and zero for unchanged $|m|$. The two $z$ lines measure the two combinations $|p\pm q|$, once the thermal occupations of the two initial pairs are divided out.

For $x$ polarization, order the states as $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. The matrix $K=J_y^2-J_z^2$ has diagonal elements $\tfrac{15}8-\tfrac32m^2=\mp\tfrac32$ for $|m|=\tfrac32,\tfrac12$, and elements $-\tfrac{\sqrt3}2$ between states with $\Delta m=\pm2$. Then
\begin{equation}
J_xK=\frac14\begin{pmatrix}0&3\sqrt3&0&-3\\-5\sqrt3&0&3&0\\0&3&0&-5\sqrt3\\-3&0&3\sqrt3&0\end{pmatrix}.
\end{equation}
Since $B_x$ is half the sum of this matrix and its transpose, its elements are $-\sqrt3/4$ for $\pm\tfrac32\leftrightarrow\pm\tfrac12$, $\tfrac34$ for $\tfrac12\leftrightarrow-\tfrac12$, and $-\tfrac34$ for $\tfrac32\leftrightarrow-\tfrac32$. The elements of $\{J_y,J_z\}$ from $m$ to $m+1$ are $\tfrac{2m+1}{2}\langle m+1|J_y|m\rangle=-\tfrac{i\sqrt3}2,\,0,\,\tfrac{i\sqrt3}2$ for $m=\tfrac12,-\tfrac12,-\tfrac32$. Thus, for example, $(D_x)_{\frac12,\frac32}=\tfrac{i\sqrt3}2(p-\tfrac q2)$ and $(D_x)_{\frac32,\frac12}=-\tfrac{i\sqrt3}2(p+\tfrac q2)$, and
\begin{align}
S_x(\tfrac32\to\tfrac12)&=\tfrac32(p-\tfrac q2)^2, & S_x(\tfrac12\to\tfrac32)&=\tfrac32(p+\tfrac q2)^2,\\
S_x(\tfrac32\to\tfrac32)&=\tfrac98q^2, & S_x(\tfrac12\to\tfrac12)&=\tfrac98q^2 .
\end{align}
Each polarization sums to $3(p^2+q^2)$, as cubic symmetry requires. Symmetry relates these six strengths but leaves $q/p$ free.

\subsection{Doublet lines}

Build the reference quartet from orbitals $X,Y,Z$ and spin:
\begin{equation}
|\tfrac32\rangle=-\frac{X+iY}{\sqrt2}\uparrow,\qquad
|\tfrac12\rangle=\sqrt{\tfrac23}\,Z\uparrow-\frac{X+iY}{\sqrt6}\downarrow .
\end{equation}
Let $T_i$ remove orbital $i$ and keep the spin. It is a vector operator from $\Gamma_8$ to the spin doublet $\Gamma_6$, and by the count it is the one allowed form. For $z$, the state $|\tfrac32\rangle$ contributes nothing. For $x$, each $|m|=\tfrac32$ state contributes $\tfrac12$ and each $|m|=\tfrac12$ state $\tfrac16$. The share starting from $|m|=\tfrac32$ is therefore $0$ for $z$ and $\tfrac34$ for $x$.

For $\Gamma_7=\Gamma_2\otimes\Gamma_6$ take $T_yJ_z+T_zJ_y$ and cyclic; the factor $\det g$ from $\mathbf J$ is the one that turns $\Gamma_6$ into $\Gamma_7$. The $z$ component, $(T_+J_+-T_-J_-)/2i$, changes $m$ by two, so it starts from $|m|=\tfrac32$ alone. There $T_+J_+|{-\tfrac32}\rangle=\sqrt3\,(2/\sqrt6)\uparrow=\sqrt2\uparrow$, which gives a total $z$ strength $2\cdot\tfrac12=1$. For $x$,
\begin{equation}
(T_yJ_z+T_zJ_y)|\tfrac32\rangle=\Big(-\frac{3i}{2\sqrt2}+\frac{i}{\sqrt2}\Big)\uparrow=-\frac{i}{2\sqrt2}\uparrow ,
\end{equation}
so the two states give $2\cdot\tfrac18=\tfrac14$ of the same total. The shares are $1$ for $z$ and $\tfrac14$ for $x$. One amplitude $t$ sets the scale, and no relative strength remains free.

\subsection{Numbers for a germanium-like acceptor}

Take a four-band hole with Luttinger parameters $13.4,\,4.2,\,5.7$ and dielectric constant 16 (rough germanium values), bound by a screened Coulomb potential. Envelopes up to angular momentum $l=5$ give a binding energy of 9.3~meV. This cutoff is used for the values below and is not fully converged: with $l\le9$ or higher the binding energy is 9.4~meV, every line energy quoted for $l\le5$ rises by about 0.07~meV, and $|t|$ of the $\Gamma_6$ line goes from 0.75 to 0.78~nm. The first three quartet lines with squared dipole, summed over states and polarizations, above $10^{-3}$~nm$^2$ are:
\begin{center}
\begin{tabular}{ccccc}
energy (meV) & $p$ (nm) & $q$ (nm) & $q/p$ & $z$ share $\frac32\to\frac12$\\
5.17 & 0.12 & 0.70 & 6.1 & 0.66\\
6.72 & 3.12 & $-1.14$ & $-0.36$ & 0.18\\
7.41 & 0.41 & 0.86 & 2.1 & 0.89
\end{tabular}
\end{center}
For the second line, with $p$ and $q$ taken before rounding, $(p+q)^2=1.98^2=3.9$ and $(p-q)^2=4.25^2=18.1$ in nm$^2$, so the share is $3.9/22.0=0.18$. A universal ratio $q/p$ would give one share for all three lines. The strength formulas above were tested on these lines using eigenvectors split to first order in the stress, inside each quartet. For each doublet type the lowest line above the same threshold was taken: a $\Gamma_7$ line at 7.39~meV with $|t|=4.2$~nm and a $\Gamma_6$ line at 8.27~meV with $|t|=0.75$~nm, where $|t|^2$ is the summed strength per polarization. Their shares agree with the fixed values. The weak-stress condition is severe for the third quartet and the $\Gamma_7$ doublet, which lie only about 0.02~meV apart and are coupled by the $\Gamma_3$ term. A stress that splits the ground level by 0.01~meV (roughly 0.4~MPa for a deformation potential near 2~eV) already moves the share 0.89 to 0.78 or 0.94, depending on its sign, and changes the $\Gamma_7$ strength in $z$ by about 10\%. The first two lines tolerate more: at that stress their shares change by less than 0.01.

The first line needs caution because its $p$ is small. Cutting the envelopes at $l=3$ changes $p/q$ from $0.16$ to $-0.04$, and the share $\tfrac12+(p/q)/[1+(p/q)^2]$ from 0.66 to 0.46. Raising the cutoff to $l=9$ or higher settles this line at $p=0.08$~nm, $q=0.65$~nm, that is $p/q=0.12$, $q/p=8.1$ and share 0.62, so the negative sign at $l=3$ comes from the truncation and the tabulated 6.1 is only rough. The other two ratios are more stable: they settle at $q/p=-0.37$ and $2.06$.

Shallow acceptors in real germanium bind holes by roughly 11 to 12~meV (boron to indium), more than this model gives. The central cell and the split-off band, which the four-band Coulomb model omits, can account for part of the difference, but so can the rounded inputs: the model's binding energy scales as the inverse square of the dielectric constant, so a constant 4\% smaller would raise it by about 0.8~meV. With $l\le3$ held fixed, the first line lies at 5.06~meV. A test central-cell potential that deepens the ground level by 0.35~meV moves it to 5.40~meV and $p/q$ to $-0.06$; including the split-off band at 290~meV instead gives 5.24~meV and $-0.07$. These shifts depend on the cutoff. With $l\le7$ the central cell moves $p/q$ from 0.12 to 0.10, while the split-off band raises the binding energy and the first line by about 0.4~meV, leaves $p/q$ at 0.12, and moves $q/p$ of the third line from 2.06 to 1.94. The test shift is smaller than the gap to real binding energies, so the real correction may be larger. At 10~K a state of the first excited level has 0.25\% of the occupation of a ground state, and the phase of the light changes by about $10^{-4}$ per nanometre, or $10^{-3}$ across an orbit of order 10~nm, so absorption from the ground level and the dipole approximation are both reasonable. Internal strain and overlap between acceptors are not sized here.

\section{Variation 1: a spherical band}

\emph{What is $q/p$ if the Hamiltonian is invariant under all joint rotations of envelope and band spin?}

Let $F$ be the total angular momentum of envelope and band spin, and let even and odd refer to the envelope, whose parity the Luttinger and Coulomb terms conserve. The ground level is even with $F=3/2$; the dipole leads to odd levels. For an odd $F=3/2$ level, $D_i\propto J_i$ in the usual rotation basis. Odd parity reverses the sign of improper elements, so the final basis must be realigned by a $\Gamma_2$ operator, $W=\{J_z,\{J_x,J_y\}\}$. It changes $m$ by two and thus exchanges the labels $|m|=\tfrac32$ and $\tfrac12$. Now $J_x$ has no element between $m=\pm\tfrac32$ states, so after relabelling $S_x(\tfrac32\to\tfrac12)=0$. This gives $p=q/2$, or $q/p=2$. The $z$ strengths, $(p+q)^2:(p-q)^2=9:1$, match the squares $m^2$ of $J_z$.

For an odd envelope the sign change of the envelope under inversion cancels that of the band orbitals $X,Y,Z$, so each improper element acts as its rotation part alone. The $F=5/2$ characters are then $6$ for the identity, $0$ for $C_3$ and $-\sqrt2$ for a rotation part of angle $\pi/2$, where $\Gamma_6$, $\Gamma_7$ and $\Gamma_8$ have $\sqrt2$, $-\sqrt2$ and $0$. An odd $F=5/2$ level therefore contains $\Gamma_7+\Gamma_8$. Its $z$ strengths go as $\tfrac{25}4-m^2$: in total 8 from $|m|=\tfrac32$ and 12 from $|m|=\tfrac12$. Rotation symmetry gives every final state equal total strength, so $\Gamma_7$ takes $\tfrac26\cdot20=\tfrac{20}3$, all of it from $|m|=\tfrac32$. The quartet keeps $8-\tfrac{20}3=\tfrac43$ and 12, so $(p+q)^2:(p-q)^2=1:9$ and $q/p=-\tfrac12$ or $-2$. The value $-2$ would make $S_x(\tfrac12\to\tfrac32)$ vanish, whereas $x$ does connect $m=\tfrac12$ to the final state $m=-\tfrac12$, which carries the label $\tfrac32$. Hence $q/p=-\tfrac12$.

A nearly spherical band ($\gamma_3-\gamma_2=0.01$, $l\le3$) gives $2.02,\,-0.50,\,2.00$ for its first three lines. Cubic warping makes $F$ only an approximate label and frees the ratio. It mixes the two kinds of final quartet, and it also gives the ground level about 2\% weight outside $F=3/2$. That small admixture matters: without it the second germanium-like line returns to $q/p=-0.50$.

\section{Variation 2: one quartet with itself}

\emph{How many constants describe the dipole matrix inside a single quartet?}

Now $D_i$ must also be Hermitian. The term $pA_i$ is Hermitian, but $iqB_i$ is anti-Hermitian, so $q=0$ and one constant remains. It produces a splitting linear in a weak electric field. If the Hamiltonian has inversion symmetry and the level has definite parity, $p$ vanishes as well. The central-cell test potential used above has a tetrahedral part that breaks inversion; the ground quartet then has $p=0.011$~nm for $l\le3$ (0.013~nm for $l\le7$), while $q$ is zero to rounding. The numerical output lists the values for the cutoffs $l\le5$ and $l\le3$.

\section*{Computed values}
\begin{verbatim}
Gamma8 x Gamma8: copies of Gamma1..Gamma5 = 1 1 1 2 2
  dipole amplitudes from covariance equations = 2
Gamma8 x Gamma6: copies of Gamma1..Gamma5 = 0 0 1 1 1
  dipole amplitudes from covariance equations = 1
Gamma8 x Gamma7: copies of Gamma1..Gamma5 = 0 0 1 1 1
  dipole amplitudes from covariance equations = 1
Luttinger parameters g1, g2, g3 = 13.4 4.2 5.7
dielectric constant = 16.0, split-off energy = 290 meV
binding energy of ground quartet = 9.29 meV
quartet line 1: energy = 5.17 meV
  p = 0.115 nm, q = 0.698 nm, q/p = 6.070
  z-polarized share 3/2->1/2 = 0.660, 1/2->3/2 = 0.340
  summed strength per polarization = 1.501 nm^2
quartet line 2: energy = 6.72 meV
  p = 3.119 nm, q = -1.135 nm, q/p = -0.364
  z-polarized share 3/2->1/2 = 0.179, 1/2->3/2 = 0.821
  summed strength per polarization = 33.047 nm^2
quartet line 3: energy = 7.41 meV
  p = 0.412 nm, q = 0.855 nm, q/p = 2.075
  z-polarized share 3/2->1/2 = 0.891, 1/2->3/2 = 0.109
  summed strength per polarization = 2.705 nm^2
Gamma6 doublet line: energy = 8.27 meV, |t| = 0.7528 nm
  share from |m|=3/2: z = 0.000, x = 0.750
Gamma7 doublet line: energy = 7.39 meV, |t| = 4.1670 nm
  share from |m|=3/2: z = 1.000, x = 0.250
nearly spherical band, q/p of three lines = 2.018 -0.500 1.998
Effects on quartet line 1 (energy in meV; q/p):
  envelopes to l=5: 5.171; 6.070
  envelopes to l=3: 5.064; -27.323
  l=3 with split-off band: 5.240; -14.605
  l=3 with central cell: 5.397; -16.713
central cell: range 2.0 nm, well 6 meV, tetrahedral 40 meV
  ground level lowered by 0.345 meV
  permanent dipole of ground quartet: p = 0.01086 nm, |q| = 8.7e-19 nm
first excited/ground occupation per state at 10 K = 2.48e-03
optical phase across the dipole length = 7.4e-05 rad
\end{verbatim}
